# Positive-energy dipole sum rule for a bound Dirac electron

An electron bound in a fixed, static potential $V(\mathbf r)$ is described by the Dirac Hamiltonian, with the rest energy subtracted,

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V .$$

Hartree atomic units are used, $\hbar=m=e=1$, so that $c=1/\alpha$, where $\alpha$ without an index is the fine-structure constant and $\alpha_i$ is a Dirac matrix. For a normalized bound state $|0\rangle$ of energy $E_0$, the dipole oscillator strength to a state $n$ is defined in the length form,

$$f_n=\frac23\,(E_n-E_0)\sum_{i=1}^{3}|\langle n|x_i|0\rangle|^2 .$$

The eigenstates of $H$ fall into two classes. The positive-energy states are the bound states and the continuum above them; the negative-energy states form the continuum that begins near $-2c^2$ and extends downwards. Let $S_+$ and $S_-$ be the sums of $f_n$ over the two classes. Each sum includes all spin and angular-momentum substates, and $S_+$ includes states below $|0\rangle$, for which $f_n<0$. The potential is taken to be weak enough that typical momenta are small compared with $c$.

## (a) What is the sum over all states?

**Solution.** Expanding the double commutator gives

$$[x_i,[H,x_i]]=2x_iHx_i-x_i^2H-Hx_i^2 .$$

In the state $|0\rangle$ each outer $H$ becomes $E_0$. With completeness of the eigenstates,

$$\sum_n(E_n-E_0)|\langle n|x_i|0\rangle|^2=\langle x_i(H-E_0)x_i\rangle=\tfrac12\langle[x_i,[H,x_i]]\rangle .$$

The Dirac Hamiltonian is linear in momentum. Since $[p_j,x_i]=-i\delta_{ij}$,

$$[H,x_i]=-ic\,\alpha_i ,$$

and this matrix commutes with $x_i$. The double commutator vanishes, so

$$S_++S_-=0 .$$

The nonrelativistic value, 1, therefore cannot come from the complete Dirac spectrum. It has to be sought in $S_+$ alone.

## (b) Estimate $S_-$ at leading order

**Solution.** Taking the matrix element of $[H,x_i]$ between $n$ and 0 gives $(E_n-E_0)\langle n|x_i|0\rangle=-ic\langle n|\alpha_i|0\rangle$, and hence

$$S_-=\frac23\sum_{n<0}\sum_i\frac{c^2|\langle n|\alpha_i|0\rangle|^2}{E_n-E_0},$$

where $n<0$ denotes negative-energy states. At leading order $|0\rangle$ has only its two upper components, and $\alpha_i$ carries these into the lower ones, which the negative-energy states span at the same order. Thus $\sum_{n<0}|\langle n|\alpha_i|0\rangle|^2\simeq\langle\alpha_i^2\rangle=1$. The energy denominator is close to $-2c^2$, so

$$S_-\simeq\frac23\cdot3\cdot\frac{c^2}{-2c^2}=-1,\qquad S_+\simeq1 .$$

The position matrix elements to negative-energy states are small, of order $1/c$, but their squares are multiplied by an energy of order $c^2$. Their total contribution stays finite when $c\to\infty$.

## (c) Find the Hamiltonian within the positive-energy subspace to order $c^{-2}$

**Solution.** Write a vector of this subspace as $(\varphi,R\varphi)$, where $\varphi$ has two components and $R$ is an operator to be found. Put $\Pi=\boldsymbol\sigma\cdot\mathbf p$, so that $\Pi^2=p^2$. The Hamiltonian acts as

$$H\begin{pmatrix}\varphi\\R\varphi\end{pmatrix}=\begin{pmatrix}(V+c\Pi R)\varphi\\ \big(c\Pi+(V-2c^2)R\big)\varphi\end{pmatrix}.$$

The subspace is invariant under $H$, so the lower component must equal $R$ times the upper one:

$$2c^2R=c\Pi+[V,R]-cR\Pi R .$$

The first term gives $R\simeq\Pi/2c$. Inserting this on the right yields

$$R=\frac{\Pi}{2c}+\frac1{4c^3}\left([V,\Pi]-\tfrac12p^2\Pi\right)+\dots$$

The norm of $(\varphi,R\varphi)$ is not that of $\varphi$. Set $\varphi=N\chi$ with $N=(1+R^\dagger R)^{-1/2}$; then $\chi$ has the norm of the four-component state. Since $R^\dagger R\simeq p^2/4c^2$,

$$N\simeq1-\frac{p^2}{8c^2},\qquad N^{-1}\simeq1+\frac{p^2}{8c^2}.$$

The Hamiltonian acting on $\chi$ is $h=N^{-1}(V+c\Pi R)N$. To the required order

$$h=\frac{p^2}2+V+\frac1{4c^2}\left(\Pi[V,\Pi]-\tfrac12p^4\right)+\frac1{8c^2}[p^2,V].$$

The last commutator is $[\Pi^2,V]=-\Pi[V,\Pi]-[V,\Pi]\Pi$. Collecting terms,

$$h=\frac{p^2}2+V-\frac{p^4}{8c^2}+\frac1{8c^2}[\Pi,[V,\Pi]].$$

To read the last term, use $[V,\Pi]=i\boldsymbol\sigma\cdot\nabla V$ and the product rule for Pauli matrices:

$$\frac1{8c^2}[\Pi,[V,\Pi]]=\frac{\nabla^2V}{8c^2}+\frac{\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)}{4c^2}.$$

These are the Darwin and spin-orbit terms.

## (d) What operator represents position on $\chi$?

**Solution.** A matrix element of $x_i$ between two positive-energy states has contributions from the upper and lower components. It equals a matrix element of

$$X_i=N(x_i+R^\dagger x_iR)N$$

between the corresponding $\chi$. To order $c^{-2}$,

$$X_i=x_i+\frac1{4c^2}\left[\Pi x_i\Pi-\tfrac12(p^2x_i+x_ip^2)\right].$$

From $\Pi x_i=x_i\Pi-i\sigma_i$ and $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$,

$$\Pi x_i\Pi=x_ip^2-i\sigma_i\Pi=x_ip^2-ip_i+(\mathbf p\times\boldsymbol\sigma)_i .$$

The symmetrized product is

$$\tfrac12(p^2x_i+x_ip^2)=x_ip^2+\tfrac12[p^2,x_i]=x_ip^2-ip_i .$$

The difference leaves

$$X_i=x_i+d_i,\qquad d_i=\frac{(\mathbf p\times\boldsymbol\sigma)_i}{4c^2}.$$

This correction is of the same order as those in $h$, so it may be dropped only if its contribution to the sum is shown to vanish.

## (e) Show that $S_+=1-\frac53\langle T\rangle/c^2$ at leading relativistic order, with $T=p^2/2$

**Solution.** The functions $\chi_n$ of the positive-energy states are complete in the two-component space. The argument of part (a), with $H$ and $x_i$ replaced by $h$ and $X_i$, gives

$$S_+=\frac13\sum_i\langle[X_i,[h,X_i]]\rangle .$$

The double commutator no longer vanishes, because $h$ is not linear in momentum. Its terms are taken in turn.

**Kinetic energy.** Here $[p^2/2,x_i]=-ip_i$ and $[x_i,-ip_i]=1$. Three directions and the prefactor $1/3$ give 1.

**The $p^4$ term.** From $[p^4,x_i]=-4ip^2p_i$ one finds

$$\sum_i[x_i,[p^4,x_i]]=4\sum_i\frac{\partial(p^2p_i)}{\partial p_i}=4(3p^2+2p^2)=20p^2 .$$

With the coefficient $-1/8c^2$ in $h$ and the prefactor $1/3$, this contributes

$$-\frac{20}{24}\frac{\langle p^2\rangle}{c^2}=-\frac56\frac{\langle p^2\rangle}{c^2}.$$

**Potential, Darwin and spin-orbit terms.** The first two are functions of position and commute with $x_i$. The spin-orbit term is linear in $\mathbf p$, so one commutator with $x_i$ removes the momentum and the second gives zero.

**Correction to position.** Let $h_0=p^2/2+V$. The terms linear in $d_i$ are

$$[d_i,[h_0,x_i]]+[x_i,[h_0,d_i]] .$$

The first is $[d_i,-ip_i]=0$, since $d_i$ contains momenta and spin matrices but no position. In the second, $[p^2,d_i]=0$, while $[V,d_i]$ is a function of position times spin matrices and commutes with $x_i$. Both terms vanish.

The sum is therefore

$$S_+=1-\frac56\frac{\langle p^2\rangle}{c^2}+\dots=1-\frac53\frac{\langle T\rangle}{c^2}+\dots$$

In ordinary units the correction is $-\frac53\langle T\rangle/mc^2$. At this order $\langle T\rangle$ may be evaluated in the nonrelativistic state, because the relativistic change of the state alters the result only at higher order.

## (f) Where does the factor $5/3$ come from physically?

**Solution.** A free electron has kinetic energy $w(p)=c\sqrt{p^2+c^2}-c^2$. Its response to a small change of momentum defines an inverse mass that depends on direction:

$$\text{along }\mathbf p:\quad w''=\frac{c^3}{(p^2+c^2)^{3/2}}\simeq1-\frac{3p^2}{2c^2},$$

$$\text{across }\mathbf p:\quad \frac{w'}p=\frac c{\sqrt{p^2+c^2}}\simeq1-\frac{p^2}{2c^2}.$$

There is one longitudinal and there are two transverse directions. The average is

$$\frac13\left[\left(1-\frac{3p^2}{2c^2}\right)+2\left(1-\frac{p^2}{2c^2}\right)\right]=1-\frac56\frac{p^2}{c^2},$$

which is the integrand found in (e). To order $c^{-2}$ the sum rule therefore measures the mean inverse mass of the bound electron, and a moving electron is harder to accelerate. In the limit $\langle T\rangle/c^2\to0$ the nonrelativistic value 1 returns.

## (g) Apply the result to a point nucleus of charge $Z$

**Solution.** For $V=-Z/r$ and a stationary state of $h_0$, the expectation value of $i[h_0,\mathbf r\cdot\mathbf p]$ is zero. Evaluating the commutator gives

$$0=\langle2T-\mathbf r\cdot\nabla V\rangle=2\langle T\rangle+\langle V\rangle ,$$

because $\mathbf r\cdot\nabla V=Z/r=-V$. The energy is then $\langle T\rangle+\langle V\rangle=-\langle T\rangle$. Since it is also $-Z^2/2n^2$, with $n$ now the principal quantum number, $\langle T\rangle=Z^2/2n^2$ and

$$S_+=1-\frac56\frac{(Z\alpha)^2}{n^2}+\dots$$

For 1S this is

$$S_+(1S)=1-\frac56(Z\alpha)^2+\dots$$

For $n=2$ the coefficient is $5/24\simeq0.20833$, the same for $2s_{1/2}$ and $2p_{1/2}$: orbital angular momentum and spin-orbit coupling do not enter at this order.

The coefficient can also be obtained without expanding the Hamiltonian. From an initial state with $j=1/2$, dipole transitions lead to $j'=1/2$ and $j'=3/2$ of opposite parity, with angular weights $w_{j'}=1/3$ and $2/3$. To see this, note that the angular spinors of $s_{1/2}$ and $p_{1/2}$ differ by the unitary factor $\boldsymbol\sigma\cdot\hat{\mathbf r}$, and that the angular average of $(\boldsymbol\sigma\cdot\hat{\mathbf r})\,\hat r_i$ is $\sigma_i/3$. Summing the squared matrix elements over the final spin projection and over $i$ gives $\sum_i\langle\sigma_i^2\rangle/9=1/3$ for $j'=1/2$. Since $\sum_i\hat r_i^2=1$, the remaining $2/3$ goes to $j'=3/2$. The angular spinors of the large and small components of any state also differ by $\boldsymbol\sigma\cdot\hat{\mathbf r}$, up to a common sign, and this factor commutes with $\hat r_i$, so both components carry the same angular factor. If $P$ and $Q$ are the large and small radial functions, and $f_n$ now denotes the strength summed over the magnetic substates of the final level,

$$f_n=\frac23w_{j'}(E_n-E_0)\left[\int_0^\infty r(P_nP_0+Q_nQ_0)\,dr\right]^2 .$$

The radial Dirac equation was diagonalized with 50 basis functions per component. They are Laguerre polynomials times $r^\gamma e^{-Zr}$, with $\gamma=\sqrt{(j+1/2)^2-(Z\alpha)^2}$, combined so that the small component can follow $\boldsymbol\sigma\cdot\mathbf p$ acting on the large one in the nonrelativistic limit. The discrete positive-energy solutions represent both bound states and continuum in the sum.

Let $k(Z)=(1-S_+)/(Z\alpha)^2$. For $1s$ the calculation gives $k(4)=0.83125$ and $k(8)=0.82577$. If the first correction to $k$ is proportional to $Z^2$, it cancels in

$$k(0)\simeq\frac{4k(4)-k(8)}3=\frac{3.32500-0.82577}3=0.83308,$$

close to $5/6\simeq0.83333$. The remaining gap of 0.00025 comes from the next term in $k$, which at small charge grows roughly as $Z^3$ (see (h)) and is not removed by this combination. The same extrapolation gives 0.2083 for both $2s_{1/2}$ and $2p_{1/2}$. At finite charge the two differ: $k(8)$ is 0.2074 for $2s_{1/2}$ and 0.2085 for $2p_{1/2}$, on opposite sides of the common limit.

## (h) How accurate is the leading formula for the 1S state of hydrogen-like germanium?

**Solution.** For one electron and a fixed point nucleus with $Z=32$, $Z\alpha=0.23352$. The nonrelativistic kinetic energy is $32^2/2=512$ hartree, and $c^2=18778.9$ hartree, so

$$\frac{\langle T\rangle}{c^2}=\frac{512}{18778.9}=0.02726,$$

$$S_+\simeq1-\frac53(0.02726)=0.9546 .$$

Diagonalization as in (g) gives $S_+=0.9586$. The leading formula is too low by 0.0040. Relative to $S_+$ the error is 0.4%, but relative to the actual deficit, $1-S_+=0.0414$, it is about 10%.

The negative-energy solutions in this finite basis give $S_-=-0.9585$, so the two sums nearly cancel; the exact cancellation required by (a) corresponds to $S_-=-0.9586$. The residue is $1.1\times10^{-4}$ with 36 functions per component and $4\times10^{-5}$ with 50. Between these bases $S_+$ changes by only $3\times10^{-7}$, so the slower convergence belongs to $S_-$.

The trend with charge for $1s$ is as follows. The last column is the difference between the computed sum and the leading formula, divided by $(Z\alpha)^4$.

| $Z$ | computed $S_+$ | leading formula | scaled difference |
|---:|---:|---:|---:|
| 8 | 0.99719 | 0.99716 | 2.2 |
| 16 | 0.98898 | 0.98864 | 1.9 |
| 32 | 0.95857 | 0.95456 | 1.3 |
| 62 | 0.86342 | 0.82942 | 0.8 |

The scaled difference varies slowly while $(Z\alpha)^4$ itself grows by a factor of about 3600. This is consistent with a next correction of order $(Z\alpha)^4$, though four values do not prove it. Its decrease with charge shows that still higher terms matter. With $k(4)$ from (g) the scaled difference is 2.44, 2.22 and 1.86 at $Z=4$, 8 and 16, a fall closer to linear than to quadratic in $Z$, so the term after $(Z\alpha)^4$ behaves more like $(Z\alpha)^5$ than $(Z\alpha)^6$. At $Z=62$ the formula overestimates the deficit by about 25%.

## (i) Is $S_+$ the total strength for absorbing real photons?

**Solution.** It is not, at the accuracy of the relativistic correction. The length-form dipole strength neglects the variation of the light wave across the atom. For a transition energy of order $Z^2$, the photon wave number is of order $Z^2/c$, while the 1S radius is of order $1/Z$. Their product is of order $Z\alpha$, so retardation and higher multipoles can change the absorbed strength by a relative amount of order $(Z\alpha)^2$, as large as the correction derived here. At the high-energy end of the continuum the wavelength is shorter still.

The result is a property of the position operator within the positive-energy Dirac spectrum. It also leaves out radiative corrections, nuclear recoil and the finite nuclear size.
